# Accurate Wannier bands do not guarantee accurate electron-phonon couplings outside the frozen window

Before a Wannier model is used for electron-phonon couplings, one must decide where its frozen window ends. If the interpolated bands above the window lie within some 15 meV of the true ones, may the couplings $g$ of those states be used too, or must the window be raised first? The band plot cannot settle this. In the model below, with the subspace chosen by projection on trial orbitals, a band error of 14 meV comes with an error of 48% in $|g|$.

## A three-band chain

Take a chain with lattice constant $a$ and three orthonormal orbitals $A,B,C$ per cell. With Bloch sums $|k\alpha\rangle=N^{-1/2}\sum_l e^{ikla}|l\alpha\rangle$, the Hamiltonian in eV is

$$
H(k)=\begin{pmatrix}-1.0\cos ka&0.2&0\\0.2&3.0-0.6\cos ka&V\\0&V&5.5+0.4\cos ka\end{pmatrix},\qquad V=0.15 .
$$

Its eigenstates $\psi_1,\psi_2,\psi_3$, with energies $\varepsilon_1<\varepsilon_2<\varepsilon_3$, are the true states of this example.

Each cell has one internal coordinate $u_l$, with mass $M=50$ u and phonon energy $\hbar\omega=30$ meV. A displacement adds $u_lD_0$ to the on-site block of cell $l$. It also adds $u_lD_1$ to the hopping block that takes an electron from cell $l+1$ to cell $l$, and $u_lD_1^\dagger$ to the reverse block. For a wave of displacements $e^{iqla}$ and $k'=k+q$, the three contributions carry these phases:

- on-site: $e^{-ik'la}e^{iqla}e^{ikla}=1$;
- from $l+1$ to $l$: $e^{-ik'la}e^{iqla}e^{ik(l+1)a}=e^{ika}$;
- from $l$ to $l+1$: $e^{-ik'(l+1)a}e^{iqla}e^{ikla}=e^{-ik'a}$.

Hence

$$
G(k',k)=D_0+D_1e^{ika}+D_1^\dagger e^{-ik'a},\qquad
g_{mn}=\ell\,\langle\psi_m(k')|G|\psi_n(k)\rangle,\qquad \ell=\sqrt{\frac{\hbar}{2M\omega}} .
$$

The first index of $g$ is the final state at $k'$, the second the initial state at $k$. Here $\ell=0.0373$ Å. The entries of $D_0$ and $D_1$ stand in the numerical output; the largest, 3.0 eV/Å, connects $A$ with $C$. A finite-difference test that displaces single cells of a ring confirms $G$.

## Downfolding to two bands

The frozen window ends at 1.5 eV and holds band 1 alone. The two-dimensional Wannier subspace $S(k)$ must therefore contain $\psi_1$ and one further state

$$\varphi=c_2\psi_2+c_3\psi_3,\qquad |c_2|^2+|c_3|^2=1 .$$

We choose the $\varphi$ with the largest weight on the trial orbitals $A$ and $B$. That weight is $1-|\langle C|\varphi\rangle|^2$, so its maximum, 1, is reached when

$$c_2\langle C|\psi_2\rangle+c_3\langle C|\psi_3\rangle=0 .$$

The solution is $(c_2,c_3)\propto(\langle C|\psi_3\rangle,-\langle C|\psi_2\rangle)$. With $|c_2|=\cos\theta$ and $|c_3|=\sin\theta$,

$$\tan\theta=\frac{|\langle C|\psi_2\rangle|}{|\langle C|\psi_3\rangle|} .$$

Within $S$ the Hamiltonian is already diagonal, because $\langle\varphi|H|\psi_1\rangle=\varepsilon_1\langle\varphi|\psi_1\rangle=0$. The model's second energy is thus

$$
\tilde E=\langle\varphi|H|\varphi\rangle=\cos^2\theta\,\varepsilon_2+\sin^2\theta\,\varepsilon_3
=\varepsilon_2+\sin^2\theta\,(\varepsilon_3-\varepsilon_2),
$$

and its coupling to the frozen state follows from linearity:

$$\tilde g_{12}=\ell\langle\psi_1(k')|G|\varphi(k)\rangle=c_2g_{12}+c_3g_{13}.$$

## The numbers at one pair of wavevectors

Take $ka=0.9\pi$ and $qa=0.3\pi$. The $C$ amplitudes of $\psi_2$ and $\psi_3$ have moduli 0.0962 and 0.9954, so $\theta=0.0963$. With $\varepsilon_3-\varepsilon_2=1.563$ eV, the band error is

$$\tilde E-\varepsilon_2=(0.09616)^2\times1.5627\ \text{eV}=14.45\ \text{meV}.$$

The true couplings are $|g_{12}|=21.7$ meV and $|g_{13}|=110.1$ meV. The two parts of $\tilde g_{12}$ have moduli $0.9954\times21.74=21.64$ meV and $0.0962\times110.1=10.59$ meV, with a relative phase of $-4.3^\circ$. Therefore

$$
|\tilde g_{12}|^2=21.64^2+10.59^2+2(21.64)(10.59)\cos4.3^\circ\approx1037\ \text{meV}^2,
$$

or $|\tilde g_{12}|=32.2$ meV. This is 1.48 times the true value, and $|g_{12}|^2$ is too large by a factor of 2.19. Bands 1 and 2 are much further apart than one phonon energy, so this element drives no real one-phonon transition here. It enters through virtual processes, whose second-order terms contain $|g|^2$. Such sums also contain the band-3 term, which the two-band model lacks. At this pair of wavevectors that term dominates ($|g|^2/(\varepsilon_1(k')-\varepsilon_n(k))$ is $-0.17$ meV for band 2 and $-2.8$ meV for band 3, against $-0.37$ meV in the model), so the interband sum comes out too small although $|g_{12}|^2$ is too large.

The state $\varphi$ has 99.1% of its weight on $\psi_2$ and looks almost pure. What matters is the product of the small amplitude and the ratio of couplings, $0.096\times110.1/21.7\approx0.49$.

These sizes belong to the projection choice of $\varphi$, which is the usual starting guess of a disentanglement. Minimizing the gauge-invariant spread instead gives $\theta\approx0.011$ at this point, a band error of 0.2 meV and an error of about 6% in $|g_{12}|$: smaller numbers, with the same disproportion between the two errors.

The sign of the error can also be traced. To first order in $V$, the true $\psi_2$ has the $C$ amplitude $-V\langle B|\psi_2\rangle/(\varepsilon_3-\varepsilon_2)$, opposite in sign to its $B$ amplitude. Through the $A$–$C$ entry of $D_0$ this contributes about $-0.096\times3.0\ \text{eV/Å}\times0.0373\ \text{Å}\approx-11$ meV to $g_{12}$, if $\psi_1(k')$ is taken as pure $A$. In the same convention, with a positive $B$ amplitude close to 1, the leading term comes from the $A$–$B$ entry $G_{AB}=0.8+0.1e^{ika}$ eV/Å. Its real part is $0.8+0.1\cos0.9\pi\approx0.70$ eV/Å, which contributes about $+26$ meV. The small $A$ part of $\psi_2$ and the small $B$ part of $\psi_1(k')$ add about $+6$ meV through the $A$–$A$ and $B$–$B$ entries, which gives about 32 meV in all. The $C$ term has the opposite sign and lowers this to about 22 meV in the true coupling. The downfolded state has no $C$ component and loses this cancellation.

A coupling between two outside states suffers as well. At $q=0$ the true $g_{22}/\ell$ is the slope of the band under a uniform displacement:

$$
\frac{d\varepsilon_2}{du}=\langle\psi_2|\frac{\partial H}{\partial u}|\psi_2\rangle+\varepsilon_2\frac{d}{du}\langle\psi_2|\psi_2\rangle
=\langle\psi_2|G|\psi_2\rangle ,
$$

since the norm is constant. Finite differences of the true band give $-1.57$ eV/Å, and the two-band model gives $-1.26$ eV/Å, too small in magnitude by 20%. Mixing can thus raise or lower a coupling.

## Why a denser grid does not help

The interpolation uses a frame $W(k)$ of two orthonormal vectors spanning $S(k)$. It Fourier-interpolates $W^\dagger HW$ in $k$ and $W^\dagger(k')GW(k)$ in both wavevectors, then rotates to the eigenvectors of the interpolated Hamiltonian. If $W$, $H$ and $G$ are smooth and periodic, so are these matrices, and the interpolation converges faster than any power of the number of grid points. $G$ is smooth here because the coupling is short-ranged. In polar materials its long-range part is non-analytic at $q=0$ and must be treated separately, even for frozen states.

The frame is smooth here. The state left out of $S$ is $\chi\propto(1-|\psi_1\rangle\langle\psi_1|)|C\rangle$, because it must be orthogonal to $\psi_1$ and to $\varphi$, and $\varphi$ is orthogonal to both $\psi_1$ and $C$. Band 1 is isolated and is never pure $C$, so the projector $P_S=1-|\chi\rangle\langle\chi|$ is smooth. Let $T$ be the matrix with columns $A$ and $B$. Löwdin orthonormalization gives

$$W=P_ST\,(T^\dagger P_ST)^{-1/2},\qquad
\det(T^\dagger P_ST)=1-\|T^\dagger\chi\|^2=|\langle C|\chi\rangle|^2>0,$$

so the inverse root exists and is smooth too.

The limit of this convergence is the downfolded quantity, $\tilde E$ or $\tilde g$. It equals the true one for frozen states and differs for $\varphi$. On a fine mesh of off-grid points, with coarse grids of $N$ points:

| $N$ | max. error of $\lvert g_{11}\rvert$ (meV) | max. error of $\varepsilon_2$ (meV) | rms error of $\lvert g_{12}\rvert$ |
|---|---|---|---|
| 9 | $1\times10^{-4}$ | 14.9 | 29.5% |
| 15 | $3\times10^{-7}$ | 14.9 | 29.5% |
| 21 | $4\times10^{-10}$ | 14.9 | 29.5% |

The percentages are relative to the true $|g_{12}|$ at each pair of points. Convergence with the coarse grid is therefore no evidence that couplings of outside states are right.

## The general statement

Let $S(k)$ be any Wannier subspace that contains all frozen eigenstates at $k$, however its remaining part was chosen. Let $\varphi$ be an eigenstate of $H$ restricted to $S$ and orthogonal to the frozen states, and let $\psi_m$ be the true state it is meant to represent. Choose the phase of $\varphi$ so that

$$\varphi=\cos\theta\,\psi_m+\sin\theta\,\eta,\qquad \langle\psi_m|\eta\rangle=0,\quad\langle\eta|\eta\rangle=1,\quad 0\le\theta\le\pi/2,$$

where $\eta$ contains non-frozen states only. Then:

1. Frozen states keep their energies and their mutual couplings.
2. The energy error of $\varphi$ is $\sin^2\theta\,(\langle\eta|H|\eta\rangle-\varepsilon_m)$, of second order in $\theta$.
3. The coupling to a frozen state $\psi_f(k')$ has, in general, an error of first order in $\theta$.

**Proof.** For a frozen state, $H\psi_f=\varepsilon_f\psi_f$ lies in $S$, so restricting $H$ to $S$ leaves $\psi_f$ an eigenstate with the same energy. Matrix elements of $G$ between such states are unchanged, which proves 1.

For 2, the cross terms vanish because $\langle\eta|H|\psi_m\rangle=\varepsilon_m\langle\eta|\psi_m\rangle=0$. Then $\langle\varphi|H|\varphi\rangle=\cos^2\theta\,\varepsilon_m+\sin^2\theta\,\langle\eta|H|\eta\rangle$, and subtracting $\varepsilon_m$ gives the result.

For 3, write $g_{f\eta}=\ell\langle\psi_f(k')|G|\eta\rangle$. The operator $G$ is not diagonal in the eigenstates of $H$, so the term linear in $\sin\theta$ stays:

$$\tilde g=\cos\theta\,g_{fm}+\sin\theta\,g_{f\eta},$$

$$|\tilde g|^2=\cos^2\theta|g_{fm}|^2+\sin^2\theta|g_{f\eta}|^2+2\sin\theta\cos\theta\,\mathrm{Re}(g_{fm}^*g_{f\eta}).$$

For $g_{fm}\neq0$, taking the square root to first order gives

$$|\tilde g|=|g_{fm}|+\theta\,\frac{\mathrm{Re}(g_{fm}^*g_{f\eta})}{|g_{fm}|}+O(\theta^2).\qquad\blacksquare$$

If both states lie outside the window, each contributes its own linear term.

The model shows both orders. First-order perturbation theory makes $\theta$ proportional to $V$, so halving $V$ should quarter the band error and halve the coupling error. At the same pair of wavevectors:

| $V$ (eV) | error of $\varepsilon_2$ (meV) | error of $\lvert g_{12}\rvert$ (meV) |
|---|---|---|
| 0.15 | 14.4 | 10.5 |
| 0.075 | 3.64 | 5.25 |
| 0.0375 | 0.91 | 2.62 |
| 0 | 0 | 0 |

## Where the error vanishes, and where the bands hide it

The last row shows that lying outside the window permits mixing but does not force it. If $\theta=0$, for instance because symmetry forbids the mixing, the coupling is right. The linear error of $|g|$ also vanishes if $g_{f\eta}=0$ or if the two contributions are $90^\circ$ out of phase. If $g_{fm}=0$, the model reports a spurious coupling $\sin\theta\,|g_{f\eta}|$.

The opposite case is mixing that the bands hide. With more bands, admixtures from above and below $\varepsilon_m$ can cancel in $\langle\eta|H|\eta\rangle-\varepsilon_m$ at finite $\theta$. A near-degeneracy does the same. In the three-band model the band error is $\sin^2\theta\,(\varepsilon_3-\varepsilon_2)$, which becomes small with the splitting even when $\theta$ is large. The bands then look excellent while $\varphi$ may be an even mixture. At exact degeneracy any mixture is itself an eigenstate, so the individual $|g|$ depend on the choice of states, while $|g|^2$ summed over the degenerate states does not.

## What to check, and the cure

A diagnostic should be of first order in $\theta$, as the coupling error is. At a fixed level spacing the residual qualifies. In the three-band case $\varepsilon_2-\tilde E=-\sin^2\theta\,\Delta$ and $\varepsilon_3-\tilde E=\cos^2\theta\,\Delta$, with $\Delta=\varepsilon_3-\varepsilon_2$, so

$$
\|(H-\tilde E)\varphi\|^2=\cos^2\theta\sin^4\theta\,\Delta^2+\sin^2\theta\cos^4\theta\,\Delta^2=\sin^2\theta\cos^2\theta\,\Delta^2 .
$$

At the example point the residual is 150 meV, ten times the band error. Divided by $\Delta$ it gives $\sin\theta\cos\theta=0.096$, for weak mixing nearly the mixing amplitude. In this three-band case the square root of the band error over $\Delta$ gives $\sin\theta$ as well. The residual is safer with more bands, because it is a sum of squares and cannot cancel. Neither fixes the coupling error without the ratio $g_{f\eta}/g_{fm}$. The division is essential: near a degeneracy the residual itself becomes small with $\Delta$, even when $\theta$ is large. On the coarse grid the coefficients of $\varphi$ in the true eigenstates are also directly available, and with them one can compare $\tilde g$ with $g_{fm}$ itself.

The cure is to freeze every state whose individual couplings are needed. With the ceiling raised to 4.3 eV, $S$ is spanned by $\psi_1$ and $\psi_2$, so $\theta=0$ at every $k$. For $N=21$ the largest relative error of $|g_{12}|$ on the fine mesh falls from 51% to about $2\times10^{-6}$%. This works with two Wannier functions because band 3 stays separated from band 2, which keeps $S(k)$ smooth. For the same reason an outer window ending below band 3 would also give $\theta=0$ here; with truly entangled bands that way out may be closed. A frozen window can never hold more states at any $k$ than there are Wannier functions, so if the required energy range holds more states than that at some $k$, the model needs more Wannier functions.

## Computed results

```
onsite energies A,B,C (eV): [0.  3.  5.5]
nearest-cell hoppings A,B,C (eV): [-0.5 -0.3  0.2]
hybridizations A-B, B-C (eV): 0.2, 0.15
D0 rows (eV/angstrom): [[1.5, 0.8, 3.0], [0.8, -1.0, 1.5], [3.0, 1.5, 0.5]]
D1 rows (eV/angstrom): [[0.4, 0.1, 0.0], [0.0, 0.2, 0.0], [0.0, 0.0, 0.0]]
mass (u): 50.0, phonon energy (meV): 30.0
zero-point length (angstrom): 0.03733
frozen ceilings narrow, wide (eV): 1.5, 4.3
example k*a/pi, q*a/pi: 0.90, 0.30
true energies at k (eV): [0.93584 3.57137 5.13406]
e3-e2 (eV): 1.56269
C amplitudes of psi2, psi3 (modulus): 0.09616, 0.99536
theta (rad): 0.09631, sin: 0.09616, cos: 0.99537
weight of psi2 in outside state: 0.99075
interpolated second energy (eV): 3.58582
second-band error (meV): 14.449
residual norm (meV): 149.57
true |g12|, |g13| (meV): 21.737, 110.089
phase of c3*g13 relative to c2*g12 (degree): -4.28
interpolated |g12| (meV): 32.202
|g12| ratio interpolated/true: 1.4815
|g12|^2 ratio interpolated/true: 2.1947
frozen |g11| true, interpolated (meV): 28.9797, 28.9797
q=0 band-2 slope, finite difference (eV/angstrom): -1.57489
q=0 g22/length true, interpolated (eV/angstrom): -1.57489, -1.26161
zone survey: max E1 err, max E2 err, max g11 err (meV); rms, max g12 err (%)
narrow N=9: 1.72e-06, 1.485e+01, 1.14e-04; 2.947e+01, 5.094e+01
narrow N=15: 2.55e-09, 1.485e+01, 2.71e-07; 2.947e+01, 5.094e+01
narrow N=21: 4.44e-12, 1.485e+01, 3.75e-10; 2.947e+01, 5.094e+01
wide N=21: 1.39e-09, 6.947e-07, 2.85e-08; 9.760e-07, 2.015e-06
scaling: V (eV), E2 error (meV), |g12| error (meV)
0.1500, 14.4491, 10.4654
0.0750, 3.6378, 5.2533
0.0375, 0.9111, 2.6247
0.0000, 0.0000, -0.0000
error ratios on last halving, energy and coupling: 3.993, 2.001
```
